# Diffusive Speed from One Measured Partition Coefficient in Continuous Growth

## The problem

A laser pulse melts the surface of a crystal that contains a dilute solute. As the melt refreezes, the interface moves towards the surface at \(v=4\) m/s. The solute fractions in the new solid and in the liquid at the interface, \(x_s\) and \(x_l\), stand in the measured ratio

\[
k=\frac{x_s}{x_l}=0.1 .
\]

At equilibrium the ratio would be \(k_e=0.0007\). The excess is solute trapping: the crystal grows over solute atoms before they can escape into the liquid.

The interface is rough on the atomic scale and grows continuously. Any exposed site may be buried at any moment, with the same probability per unit time whatever its age. The escape of solute is described by a diffusive speed \(v_D=D_i/\lambda\), where \(D_i\) is the diffusivity across the interface and \(\lambda\) the interatomic spacing. Find \(v_D\).

The interface is taken as planar on scales well above \(\lambda\), its speed as constant, and \(k_e\) as the equilibrium ratio at the temperature of the moving interface. Each column of atoms has one exposed site, and burial is final: a buried site is not uncovered again by local melting.

## A tempting solution

Follow one site that has just joined the crystal. It starts with the composition of the liquid, so the probability \(p\) that it holds a solute atom is \(p(0)=x_l\). While exposed, it exchanges atoms with the liquid. Let a solute atom leave it at the rate \(\nu=v_D/\lambda\). Solute then leaves at the rate \(\nu p\) and arrives at a rate proportional to \(x_l\). At equilibrium \(p=k_ex_l\) and the two rates cancel, so the arrival rate is \(\nu k_ex_l\). Hence

\[
\frac{dp}{dt}=\nu\,(k_e x_l-p).
\]

The difference \(w=p-k_ex_l\) obeys \(dw/dt=-\nu w\) and starts at \(w(0)=(1-k_e)x_l\). Therefore

\[
\frac{p(t)}{x_l}=k_e+(1-k_e)e^{-\nu t}. \tag{1}
\]

The interface advances by one spacing in the time \(\lambda/v\), so it seems that each site has this time in which to lose its solute. Setting \(t=\lambda/v\), where \(\nu t=v_D/v\), gives

\[
k=k_e+(1-k_e)e^{-v_D/v}. \tag{2}
\]

Subtracting \(k_e\), dividing by \(1-k_e\) and taking the logarithm,

\[
v_D=v\ln\frac{1-k_e}{k-k_e}
=4\ \text{m/s}\times\ln\frac{0.9993}{0.0993}
\approx 9.2\ \text{m/s}.
\]

The limits look right. For \(v\ll v_D\) the exponential vanishes and \(k\to k_e\); for \(v\gg v_D\) it tends to one and \(k\to1\). The answer is nevertheless wrong for the interface described.

## Where the fault lies

Equation (1) is sound. The fault is the step from the mean exposure time to the exposure time of every site. The time \(\lambda/v\) is a mean. If burial has the same probability per unit time at every age, the exposure times are spread exponentially about this mean. The composition must be averaged over them, and the average of \(e^{-\nu t}\) is not \(e^{-\nu\langle t\rangle}\).

The direction of the error follows from the shape of the exponential. A convex curve lies above its tangent, and the tangent to \(e^{-\nu t}\) at \(t=\langle t\rangle\) gives

\[
e^{-\nu t}\ \ge\ e^{-\nu\langle t\rangle}\left[1-\nu(t-\langle t\rangle)\right].
\]

Averaging removes the linear term, because \(\langle t-\langle t\rangle\rangle=0\), and leaves \(\langle e^{-\nu t}\rangle\ge e^{-\nu\langle t\rangle}\). At a given \(v_D\) and \(v\), random burial therefore traps at least as much solute as burial after a fixed time. To bring \(k\) down to the same measured value, solute must escape faster, so the correct \(v_D\) is larger than 9.2 m/s.

Equation (2) is not a meaningless formula. It describes stepwise growth, in which each new layer is exposed for the same time and then covered. The tempting solution answers a question about another growth mechanism.

## The right solution

Let \(r\) be the probability per unit time that an exposed site is buried. The probability of surviving to time \(t\) is \(e^{-rt}\), and that of burial between \(t\) and \(t+dt\) is \(re^{-rt}dt\). The mean exposure time is \(1/r\). It must equal \(\lambda/v\) for the interface to advance at speed \(v\), so \(r=v/\lambda\).

The solid keeps the composition each site has when it is buried. Averaging (1),

\[
\begin{aligned}
k&=\int_0^\infty re^{-rt}\left[k_e+(1-k_e)e^{-\nu t}\right]dt\\
&=k_e+(1-k_e)\,r\int_0^\infty e^{-(r+\nu)t}dt\\
&=k_e+(1-k_e)\frac{r}{r+\nu}.
\end{aligned}
\]

The factor \(1/\lambda\) in \(r\) and \(\nu\) cancels, so \(r/(r+\nu)=v/(v+v_D)\). Over a common denominator,

\[
k=\frac{k_e(v+v_D)+(1-k_e)v}{v+v_D}
=\frac{k_ev_D+v}{v+v_D}.
\]

Dividing numerator and denominator by \(v_D\) gives the dilute continuous-growth law,

\[
k(v)=\frac{k_e+v/v_D}{1+v/v_D}. \tag{3}
\]

To invert it, multiply by the denominator and collect the terms in \(v/v_D\):

\[
k+k\frac{v}{v_D}=k_e+\frac{v}{v_D}
\quad\Longrightarrow\quad
k-k_e=(1-k)\frac{v}{v_D}.
\]

Hence

\[
v_D=v\,\frac{1-k}{k-k_e}. \tag{4}
\]

This is positive for \(k_e<k<1\). It is the one solution, since the equation is linear in \(v/v_D\). For the data,

\[
\frac{v}{v_D}=\frac{0.0993}{0.90}=0.1103,
\qquad
v_D=\frac{4\ \text{m/s}}{0.1103}\approx 36\ \text{m/s},
\]

or 36 nm/ns. With more digits, kept for comparisons below, \(v_D=36.25\) m/s. The tempting answer was too small by a factor of 3.9.

As a test, the rate equation for \(p\) was integrated numerically and averaged over exponential burial times at 0.4, 4, 40 and 400 m/s. The resulting \(k\) agreed with (3) to a relative \(1.2\times10^{-11}\). Root finding on this numerical average, without use of (4), also gave 36.254 m/s.

## The same law from a flux balance

The law can also be obtained without following individual sites, and this shows what the tempting solution does to the flux of solute.

In the frame of the interface, liquid with solute fraction \(x_l\) arrives at speed \(v\) and solid with fraction \(x_s\) leaves at the same speed. Equal atomic densities are assumed. The difference must be returned to the liquid by exchange across the interface. With fluxes divided by the atomic density, and \(J\) positive towards the liquid,

\[
v(x_l-x_s)=J. \tag{5}
\]

If \(\bar x\) is the mean composition of the sites exposed at a given moment, the exchange flux is

\[
J=v_D(\bar x-k_ex_l). \tag{6}
\]

In continuous growth, burial takes sites from the exposed population without regard to age. The buried sites therefore have the mean composition of the exposed ones, \(x_s=\bar x\). Equations (5) and (6) then give

\[
v(x_l-x_s)=v_D(x_s-k_ex_l).
\]

Dividing by \(x_l\) gives \(v(1-k)=v_D(k-k_e)\), which is (4).

In stepwise growth the equality \(x_s=\bar x\) fails. Burial takes the oldest sites, which have lost the most solute, while younger and richer sites carry much of the exchange. With the tempting value of \(v_D\), (5) and (6) require

\[
\frac{\bar x}{x_l}=k_e+\frac{v(1-k)}{v_D}
=0.0007+\frac{4\times0.90}{9.236}\approx0.39 .
\]

The exposed sites are on average about four times as rich as the solid that is finally buried. A richer source drives the same rejected flux with a smaller \(v_D\). Conservation holds in both mechanisms; what differs is the composition that drives the exchange.

## Reading the result

Take a rough spacing \(\lambda=0.25\) nm. The mean exposure time \(\lambda/v\) is then about 63 ps, and the relaxation time of a site, \(1/\nu=\lambda/v_D\), is about 7 ps. A site exposed for the mean time would lose almost all its excess solute. In the continuous-growth model, \(k\) is nevertheless as large as 0.1 because some sites are buried much sooner.

The share of these early burials can be calculated. The fraction of sites buried within one relaxation time is

\[
1-e^{-r/\nu}=1-e^{-0.1103}\approx0.10 .
\]

Their part of the trapped excess is the integral of \(re^{-(r+\nu)t}\) from 0 to \(1/\nu\), divided by the same integral to infinity:

\[
1-e^{-(1+r/\nu)}=1-e^{-1.1103}\approx0.67 .
\]

One site in ten carries two thirds of the excess solute. The tempting solution has no such early burials, because it gives every site the mean exposure.

The limits of (3) need some care when \(k_e\) is small. For \(v\ll v_D\), expansion to first order gives

\[
k\approx k_e+(1-k_e)\frac{v}{v_D}.
\]

The partition coefficient is close to its equilibrium value when the second term is small compared with \(k_e\). That requires \(v\ll k_ev_D\approx0.025\) m/s, a much stronger condition than \(v\ll v_D\). At 4 m/s the interface is slow compared with \(v_D\), yet \(k\) is more than a hundred times \(k_e\).

In the other limit, (3) gives \(1-k=(1-k_e)v_D/(v+v_D)\), which falls as \(v_D/v\). Trapping becomes complete slowly: at 400 m/s, a speed used here to examine the formula and not proposed for a real interface, \(k\) is 0.917. The value \(k=1/2\) is reached when \(2k_e+2v/v_D=1+v/v_D\), that is, at

\[
v=(1-2k_e)v_D\approx36.2\ \text{m/s}.
\]

For small \(k_e\), the diffusive speed is thus nearly the speed of half trapping.

Two shortcuts can be judged against (4). Setting \(k_e=0\) gives \(v(1-k)/k=36.0\) m/s, a change below one per cent. Setting \(k=v/v_D\) also drops the denominator of (3) and gives 40 m/s, about 10% too high. At this speed the denominator matters more than the equilibrium coefficient.

## What a second speed would show

One measured point fixes one parameter. Equations (2) and (3) can both pass through \(k=0.1\) at 4 m/s, so this point cannot decide between them. They differ at other speeds. With each \(v_D\) held at the value fitted at 4 m/s, the predictions are:

| Speed | Continuous growth | Stepwise growth |
|---|---:|---:|
| 2 m/s | 0.053 | 0.011 |
| 8 m/s | 0.181 | 0.316 |

For example, (3) at 8 m/s has \(v/v_D=0.2207\) and gives \(k=0.2214/1.2207=0.181\).

Halving the speed separates the laws by a factor of five, because \(k-k_e\) falls nearly in proportion to \(v\) in one and exponentially in \(v_D/v\) in the other. If the point at 4 m/s is well known, a measurement at 2 m/s can tell the two laws apart even with an error of tens of per cent. The value 36 m/s therefore rests on the stated growth mechanism; the single measurement does not establish that mechanism.

## Errors of the data

Taking the logarithm of (4),

\[
\ln v_D=\ln v+\ln(1-k)-\ln(k-k_e).
\]

A relative error in \(v\) passes unchanged to \(v_D\). For \(k\), differentiation at fixed \(v\) and \(k_e\) gives

\[
\begin{aligned}
\frac{\partial\ln v_D}{\partial\ln k}
&=-\frac{k}{1-k}-\frac{k}{k-k_e}\\
&=-\frac{k\left[(k-k_e)+(1-k)\right]}{(1-k)(k-k_e)}\\
&=-\frac{k(1-k_e)}{(1-k)(k-k_e)}=-1.12 .
\end{aligned}
\]

For the equilibrium coefficient,

\[
\frac{\partial\ln v_D}{\partial\ln k_e}=\frac{k_e}{k-k_e}=0.007 .
\]

Suppose that \(k\) is uncertain by 20% and \(v\) by 10%, independently. To first order, the relative error of \(v_D\) is

\[
\sqrt{(1.12\times0.20)^2+(0.10)^2}\approx0.25,
\]

or about 9 m/s. An error of 20% in \(k\) is large enough for some asymmetry: (4) gives 46 m/s for \(k=0.08\) and 30 m/s for \(k=0.12\). By contrast, halving or doubling \(k_e\) moves the result by only \(-0.35\%\) or \(+0.71\%\). An accurate \(k_e\) is of little help here; an accurate \(k\) is essential.

## Effects outside the dilute law

**Finite concentration.** An exchange swaps a solute atom on one side for a host atom on the other. Each rate then contains the host fraction on the receiving side:

\[
J=v_D\left[x_s(1-x_l)-\kappa x_l(1-x_s)\right].
\]

Take \(\kappa\) as constant, as for ideal solutions. In the dilute limit \(J=0\) must give \(x_s=k_ex_l\), so \(\kappa=k_e\). Insert this flux in (5), put \(x_s=kx_l\) and divide by \(x_l\):

\[
v_D=\frac{v(1-k)}{k(1-x_l)-k_e(1-kx_l)} .
\]

For an assumed 2% of solute in the liquid, the denominator is \(0.0980-0.0007=0.0973\), and \(v_D=37.0\) m/s. The change is \(+2\%\).

**Position in the liquid.** Rejected solute piles up ahead of the interface. Let \(z\) be the distance into the liquid and \(D_L\) the liquid diffusivity. In the interface frame the liquid moves towards \(z=0\), so the solute flux in the direction of \(+z\) is \(-D_L\,dx/dz-vx\). In steady state it equals the flux carried away in the solid, \(-vx_s\):

\[
D_L\frac{dx}{dz}=-v(x-x_s).
\]

With \(x(0)=x_l\), the solution divided by \(x_l\) is

\[
\frac{x(z)}{x_l}=k+(1-k)e^{-vz/D_L}.
\]

Far from the interface \(x\to x_s\). A ratio formed with the distant melt would be one in steady state, whatever the trapping, and could not be used in (4).

For a rough \(D_L=10^{-4}\) cm²/s, the pile-up length \(D_L/v\) is 2.5 nm. One spacing from the interface the solute fraction has fallen to 0.914 of \(x_l\). If the liquid composition is read there, the ratio becomes \(0.1/0.914=0.109\), and (4) gives 32.8 m/s, a change of \(-10\%\). Read two spacings out, the composition would give 29.6 m/s, a change of \(-18\%\). The result therefore depends noticeably on where the liquid side of an interface of finite width is taken to begin.

**Temperature.** A freezing interface that moves at a finite speed lies below the melting point, and \(v_D\) belongs to its actual temperature. With a rough melting point of 1690 K, a rough undercooling of 60 K and an assumed activation energy of 0.3 eV for the exchange,

\[
\frac{v_D(1690\ \text{K})}{v_D(1630\ \text{K})}
=\exp\left[\frac{0.3\ \text{eV}}{k_B}\left(\frac1{1630\ \text{K}}-\frac1{1690\ \text{K}}\right)\right]\approx1.08 .
\]

Here \(k_B\) is the Boltzmann constant. Data taken at several speeds, and hence at several undercoolings, need not share exactly one \(v_D\).

## Beside a real case

The data lie roughly in the regime of bismuth, a heavy and nearly insoluble dopant, in silicon regrown after pulsed-laser melting, where interface speeds of a few metres per second are usual. The speed of half trapping, 36 m/s, is outside that regime: silicon tends to freeze as an amorphous solid above roughly 15 m/s. The implied interface diffusivity, \(D_i=v_D\lambda\approx9\times10^{-5}\) cm²/s, is close to the rough liquid value used above. This agreement is weak support, since it takes burial as final (see below). The stepwise value of \(v_D\) would give about \(2.3\times10^{-5}\) cm²/s, which such rough values of \(\lambda\) and \(D_L\) cannot exclude.

A real interface at a modest undercooling also melts back locally while it advances, and the model leaves this out. The omission can be large. With a latent heat of roughly 50 kJ/mol and the undercooling of 60 K, the ratio of melting to freezing events is \(\rho\approx0.88\). If melt-back ignored the solute, a site that finally stays would be exposed on average for only \((1-\rho)\lambda/v\approx0.12\,\lambda/v\), and the exchange rate needed for \(k=0.1\) would be about eight times larger. This estimate is crude, because a real melting rate depends on the solute, but it shows that the effect can exceed every correction above. The model also gives every exposed site the same chance of burial, whatever the height of its neighbours. Columns that grew independently would spread in height as the square root of the number of layers, by about 20 layers after 100 nm of growth. In a front that stays flat, neighbours influence burial, and the exposure times need not be exponential; a narrower spread would pull the fitted \(v_D\) from 36 m/s towards the fixed-time value of 9.2 m/s. For both reasons 36 m/s is a parameter of the model and not a directly measured rate of atomic exchange.

Real trapping also depends on the crystal face, which (3) can represent only through a different \(v_D\) for each face. If another face had \(k=0.2\) at the same speed, an assumed doubling, (4) would give 16 m/s. Such a change of face would move the number by more than all the corrections of the previous section. A change from random to fixed exposure times moves it by a factor of 3.9. The value 36 m/s should be quoted with its face and its growth law. The main computed values are collected in the numerical output below.

## Computed values

```
Input ke = 0.0007, k = 0.10, v = 4.0 m/s
k - ke = 0.0993, 1 - k = 0.90
v/vD = 0.11033
vD, closed formula = 36.254 m/s
vD, numerical site average = 36.254 m/s
Largest relative error of law, 0.4 to 400 m/s = 1.2e-11
  numerical k at 0.4 m/s = 0.01161
  numerical k at 4.0 m/s = 0.10000
  numerical k at 40.0 m/s = 0.52490
  numerical k at 400.0 m/s = 0.91696
Shortcut k = v/vD gives vD = 40.00 m/s
Shortcut ke = 0 gives vD = 36.00 m/s
Speed for k = 0.5: 36.20 m/s
Spacing (rough) = 0.25 nm
Interface diffusivity = 9.06e-05 cm2/s
Stepwise growth, same data: vD = 9.236 m/s
Ratio continuous/stepwise vD = 3.93
  at 2 m/s: k continuous = 0.0529, stepwise = 0.0106
  at 8 m/s: k continuous = 0.1813, stepwise = 0.3157
Face with k = 0.2 (assumed): vD = 16.06 m/s
dln vD/dln k = -1.1182 (numerical -1.1182)
dln vD/dln ke = 0.00705 (numerical 0.00705)
Assumed errors: k 20 %, v 10 %
Error of vD = 24.5 % = 8.9 m/s
Liquid solute fraction (assumed) = 2.0 %
  vD = 37.00 m/s, change +2.05 %
Liquid diffusivity (rough) = 1.0e-04 cm2/s
Pile-up length D/v = 2.50 nm
x(one spacing)/x(interface) = 0.9144
  k read one spacing out = 0.1094
  vD = 32.78 m/s, change -9.6 %
ke times 0.5: vD = 36.13 m/s, change -0.35 %
ke times 2.0: vD = 36.51 m/s, change +0.71 %
Melting point (rough) = 1690 K, undercooling (rough) = 60 K
Activation energy (assumed) = 0.3 eV
vD(melting point)/vD(interface) = 1.079
```
